Spin-orbit scaling and k-point sampling of magnetocrystalline anisotropy

**Spin-orbit scaling of magnetocrystalline anisotropy and the k-mesh it demands**

In a model d band with spin-orbit constant ξ = 60 meV, turning the magnetization of a single (001) layer from the normal into the plane changes the free energy by about 0.43 meV per atom. In the fcc crystal built from the same layers, turning it from [001] to [111] changes it by about 0.76 μeV. Both numbers are rms values over the seven band fillings 6, 6.5, …, 9 at an electronic temperature of 600 K (a filling step of 0.1 raises them to about 0.46 meV and 1.1 μeV, so they set scales only); they include the electronic entropy term and are not internal-energy differences. Yet a single k-point of the cubic crystal changes its contribution by about 0.88 meV, some 1200 times the zone average.

**Back of the envelope**

Spin-orbit coupling ξ L·S is weak against the bandwidth W; rough 3d sizes are ξ about 0.05 to 0.1 eV and W about 5 eV. Order n brings n factors ξ, n − 1 energy denominators of order W, and at most n powers of the magnetization direction m. A uniaxial function such as sin²θ needs two powers, and the simplest cubic function needs four. With the fcc model width W = 5.25 eV,

ξ²/W = (0.060 eV)²/(5.25 eV) = 0.69 meV, ξ⁴/W³ = 0.090 μeV, ratio (ξ/W)² = 1.3×10⁻⁴.

A general k-point has no cubic symmetry, so its anisotropy stays at ξ²/W and must cancel in the zone sum. A mesh of spacing 2π/(na), with a the lattice constant, steps through band energies by 2πħv/(na); resolving an energy δ needs n ≈ 2πħv/(aδ), and the number of points grows as n³.

**Model and expansion**

Take a collinear mean-field ferromagnet,

H(k) = H0(k) − (Δ/2) m·σ + ξ L·S,

with L and S = σ/2 in units of ħ. The exchange splitting Δ is rigid (force theorem), and an inversion centre makes H0(k) = Σ_R T(R) cos(k·R) real in the real d basis. The example uses round parameters: nearest-neighbour hoppings ddσ, ddπ, ddδ = −6β, 4β, −β with β = 0.1 eV, scaled as d⁻⁵ with bond length d, Δ = 1.5 eV and a = 0.35 nm.

With ⟨⟩ the zone average, ω the fermionic Matsubara frequencies, V = ξ L·S and G0 = (iω + μ − H(ξ=0))⁻¹, the grand potential per atom is Ω = −k_BT Σ_ω ⟨Tr ln(−G⁻¹)⟩. Since G⁻¹ = G0⁻¹(1 − G0V) and ln(1 − x) = −Σ xⁿ/n,

Ω_n = (k_BT/n) Σ_ω ⟨Tr (G0V)ⁿ⟩.

The series converges if ‖G0V‖ < 1. Here ‖G0‖ ≤ 1/(πk_BT), and the largest |L·S| for l = 2 is |15/4 − 6 − 3/4|/2 = 3/2 (j = 3/2), so (3/2)ξ < πk_BT suffices. The left side is 90 meV; the right side is 162 meV at 600 K and 81 meV at 300 K, where convergence is not guaranteed. At T = 0, near-degeneracies at the Fermi level can spoil pure powers of ξ.

Multiplying all energies by s multiplies Ω by s. Ω_n carries ξⁿ, so at fixed Δ/W, μ/W and k_BT/W it is a pure number times ξⁿ/Wⁿ⁻¹.

The electron number N, not μ, is fixed, and F = max over μ of (Ω + μN). Let μ give N for the first direction and N + δN for the second. There Ω + μN has slope −δN and curvature −D, with D = ∂N/∂μ, so the maximum lies higher by δN²/(2D):

ΔF = ΔΩ + δN²/(2D).

The correction is quadratic in δN = −∂ΔΩ/∂μ, hence of order ξ⁴ in the uniaxial and ξ⁸ in the cubic case, and it need not vanish where ΔΩ does. On a small tetragonal test mesh at ξ = 30 meV both the exact difference and the formula give 0.050 μeV, against a leading anisotropy of −0.0687 eV⁻¹ × (0.030 eV)² = −62 μeV. It is dropped below. For the monolayer at ξ = 60 meV it reaches 7 μeV, negligible for the rms but about 40% of K_u at filling 6, where K_u is only −0.016 meV.

**Which order carries which angular function**

First order is a sum of f_a⟨a|L|a⟩ over real eigenvectors a of H0, with f the Fermi function. L is Hermitian and imaginary, hence antisymmetric, so ⟨a|L|a⟩ = 0 and Ω_1 = 0.

Quantize spin in a frame (e1, e2, m). G0 no longer depends on m, and

V = (ξ/2)[(L·m)σ_z + (L·e1)σ_x + (L·e2)σ_y]

is linear in the rotation matrix with columns e1, e2, m. Ω_n is thus built from products of n entries of an l = 1 matrix, which contain only l ≤ n. It cannot depend on the choice of e1 and e2, so it is a combination of Y_lm(m) with l ≤ n, a polynomial of degree at most n in m. Complex conjugation followed by σ_y sends L to −L and σ to −σ; this leaves H0 and L·S unchanged and turns m into −m. Each Ω_n is therefore even in m, at every k.

For n = 2, partial fractions give 1/((z − ε_a)(z − ε_b)) = [1/(z − ε_a) − 1/(z − ε_b)]/(ε_a − ε_b), and k_BT Σ_ω of each term is f up to a constant that cancels, so

Ω_2 = (1/2)⟨Σ_ab |V_ab|² (f_a − f_b)/(ε_a − ε_b)⟩.

Equal spins give |V_ab|² = (ξ²/4)|(L·m)_ab|². A spin flip gives (ξ²/4)|(L·e1 ± iL·e2)_ab|². Between real orbitals (L·e1)_ab = ix and (L·e2)_ab = iy with x, y real, so |ix ∓ y|² = x² + y² = |L_ab|² − |(L·m)_ab|². Define the positive semidefinite tensors

χ_ij(σσ') = −⟨Σ_ab (L_i)_ab (L_j)_ba (f_aσ − f_bσ')/(ε_aσ − ε_bσ')⟩.

The factors 1/2, 1/4 and the minus sign combine to

Ω_2 = −(ξ²/8)[m·A·m + tr(χ(↑↓) + χ(↓↑))], A = χ(↑↑) + χ(↓↓) − χ(↑↓) − χ(↓↑).

In tetragonal symmetry A is diagonal with A_xx = A_yy, so m·A·m = A_zz + (A_xx − A_zz) sin²θ, with θ measured from z, and

Ω_2 = const + K_u sin²θ, K_u = −(ξ²/8)(A_xx − A_zz) = c2 ξ²/W.

K_u > 0 means an easy axis along z. The sign of c2 is not fixed: a positive semidefinite χ leaves the sign of χ_xx − χ_zz open in each spin channel, and spin-conserving and spin-flip terms enter A with opposite signs. K_u vanishes in the cubic limit, and analyticity at finite T makes it linear in small strain.

In cubic symmetry the twofold axes reverse pairs of components, which forces the three exponents of a monomial to share one parity; with even total degree all are even. The other axes permute x, y, z. At degree 2 only m² = 1 survives, so orders 2 and 3 are isotropic. At degree 4 there are Σm_i⁴ and S = m_x²m_y² + m_y²m_z² + m_z²m_x², tied by 1 = (m²)² = Σm_i⁴ + 2S. Hence

Ω_4 = const + K1 S, K1 = c4 ξ⁴/W³,

with S = 0, 1/4 and 3×(1/9) = 1/3 along [001], [110] and [111]. The first odd order with anisotropy is the fifth, also of the form S. The numerical check tests these exponents, and the angular forms of the second and fourth orders, by exact diagonalization at small ξ, and recovers K1/ξ⁴ = −0.410 eV⁻³ on its small mesh from three directions and from the Matsubara sum.

**The mesh**

Let ω(k; m) be the k-resolved grand potential. A point operation g gives ω(gk; gm) = ω(k; m). On a mesh mapped into itself by all 48 cubic operations the mesh sum is a cubic invariant of m, so the argument above applies to the mesh itself: the ξ² terms cancel exactly, and the mesh error of the anisotropy is also of order ξ⁴. On a mesh of lower symmetry they can survive. A test mesh with a different spacing along z gives a spurious 0.00795 eV⁻¹ × (0.060 eV)² = 29 μeV. Random points with spread σ = 0.882 meV reach accuracy δ = σ/√N_k; for 10% of the rms signal, δ = 0.0756 μeV,

N_k = (σ/δ)² = (882/0.0756)² = 1.4×10⁸.

For a regular mesh write ω(k) = Σ_R c_R exp(ik·R). Averaging over spacing 2π/(na) keeps only R = na(p, q, r) with integer p, q, r (with signs ±1 for a half-step shift), so the error is led by c_R at |R| = na. A cube of side na holds 4n³ fcc atoms, so N_k = 4n³. If ω is analytic for |Im k_x a| < κ, shifting the contour bounds |c_R| by a constant times exp(−κ′n) for every κ′ < κ.

A half-filled chain, ε = −2t cos k, shows this exactly. Use −k_BT ln(1 + exp(−ε/k_BT)) = ε/2 − k_BT ln(2cosh(ε/2k_BT)) and cosh(ε/2k_BT) = Π_{ω>0}(1 + ε²/ω²). With 2t sinh κ = ω,

ω² + 4t²cos²k = t²(2cosh 2κ + 2cos 2k) = t² e^{2κ} |1 + e^{−2κ}e^{2ik}|²,

and the logarithm is a constant plus 2Σ_p (−1)^{p+1} e^{−2κp} cos(2pk)/p. An N-point mesh first keeps p = N/2. For N a multiple of 4 this term is −4e^{−κN}/N, and the prefactor −k_BT makes the leading error, from ω = πk_BT,

Ω_N − Ω = 4k_BT e^{−κN}/N.

For t = 1 eV, k_BT = 0.05 eV, κ = 0.0785 and N = 80 this is 4.70×10⁻⁶ eV, as quadrature confirms to 0.1%.

In the fcc model put k_x a → k_x a + iκ. Then cos(x + iy) = cos x cosh y − i sin x sinh y, and since R_x/a is 0 or ±1/2, sinh(κR_x/a) = 2 sinh(κ/2) R_x/a. The anti-Hermitian part of H is therefore 2i sinh(κ/2) ∂H0/∂(k_xa); exchange and spin-orbit terms stay Hermitian. The imaginary part of any eigenvalue is bounded by the norm of this part, and a singularity requires it to reach πk_BT. With u = max‖∂H0/∂(k_xa)‖ = 1.25 eV,

κ ≥ 2 asinh(πk_BT/2u) = 0.065, 0.130, 0.259 at 300, 600, 1200 K.

An error A e^{−κn} falls to δ at n = κ⁻¹ ln(A/δ), proportional to 1/T if κ follows T and A/δ is constant.

**Comparison**

For the monolayer W = 3.80 eV and ξ²/W = 0.947 meV, so the rms K_u gives c2 = 0.426/0.947 = 0.45; dividing by the area a²/2, K_u is 1.1 mJ/m². The seven fillings range from −0.76 to +0.44 meV; a finer filling step widens this to about −0.8 to +0.5 meV. The crystal strained to c/a = 1.1 has rms K_u = 0.26 meV, or 3.5×10⁶ J/m³, with W = 4.62 eV and c2 = 0.33, not much below the monolayer. Linearity in strain was checked only on the test mesh, where doubling a strain of 10⁻⁴ gives a ratio 1.992; this does not settle whether a 10% strain is still in the linear regime. The uniaxial estimate holds as a scale for strongly uniaxial systems, and nearly cubic ones lie below it.

For fcc, K1 is taken as 3[E(111) − E(001)], which at ξ = 60 meV absorbs higher orders; the local exponent between 30 and 60 meV, taken at equal μ, is 3.84 at 600 K and 3.51 at 300 K (about 3.9 and 3.6 at equal filling). At 600 K the rms K1 is 3 × 0.756 = 2.3 μeV, or 3.4×10⁴ J/m³ on multiplying by e and dividing by a³/4, and c4 = 2.27/0.0896 = 25. The bare ξ⁴/W³ is thus 25 times too small, and c4 is not constant: 15, 25, 52 at 1200, 600, 300 K. These values depend on the fillings sampled: a step of 0.1 gives 16, 36, 59, since a peak of about 3 μeV at 600 K falls between the seven fillings. T here is only the Fermi smearing at rigid Δ, so this trend is not the temperature dependence of K1 in a real ferromagnet, where the loss of magnetization also enters. The equivalent denominator (ξ⁴/K1)^{1/3} is 2.1, 1.8, 1.4 eV. The growth on cooling suggests, as a conjecture, that small denominators near the Fermi level supply much of the enhancement; matrix-element factors are not separated here. The rms is dominated by fillings 6 and 6.5 (1.0 and 1.7 μeV at 600 K), while at 8.5 the difference is 0.03 μeV, the bare scale. "Micro-eV" is an order of magnitude reached at favourable fillings, with either sign. At 300 K entries below 0.1 μeV are uncertain, since the n = 32 mesh differs from the n = 48 reference by 5.7% of 1.55 μeV.

Fitted decay rates over n = 12 to 32 are 0.135 at 600 K and 0.281 at 1200 K, a ratio of 2.09, each slightly above the bound. At 300 K the fit gives 0.100, well above half the 600 K rate. These rates depend on the fitting range: against an n = 64 reference, n = 20 to 48 gives about 0.07, 0.13 and 0.25 at 300, 600 and 1200 K, nearly proportional to T. The 300 K fit over n = 12 to 32 is therefore not asymptotic, and a rate fitted over a finite range can fall slightly on either side of the bound. The 600 K prefactor is A = 0.56 μeV, comparable to the signal; the symmetry argument makes both of order ξ⁴ but does not fix their ratio. Then

n = ln(0.56/0.0756)/0.135 = 15, N_k ≈ 1.3×10⁴,

for 10% of the rms anisotropy, in line with direct errors of 15% at n = 12 and 7% at n = 16. Scaling n as 1/T gives n = 30 and 1×10⁵ points at 300 K, where the direct error is 10% at n = 28. This closeness does not confirm the 1/T rule: the 300 K error stays between 10 and 12% from n = 20 to 28, and the faster fitted decay there is partly offset by a larger A/δ. At 100 K it gives n = 89 and 3×10⁶ points, an extrapolation beyond both the computed range and the guaranteed convergence in ξ. On a symmetric mesh the factor ξ⁴ cancels between A and δ, so it is not what sets N_k; the ratio of band velocity to smearing sets the decay rate. The target δ = 0.0756 μeV is tied to the rms signal, however, and exceeds the whole difference at fillings 7, 8.5 and 9 (0.050, 0.028 and 0.008 μeV); these mesh estimates do not guarantee 10% accuracy where K1 is accidentally small. The cubic case is still the harder one: at n = 12 and 600 K the strained uniaxial error is 2% of its rms value.

When the smearing scale πk_BT falls below ξ (below about 220 K here, outside the computed range), structure of width ξ at avoided crossings is expected to need resolving as well. The envelope rule with δ = ξ, a heuristic not tested here, gives n = 2π × 0.280/0.060 = 29 (1×10⁵ points) for the rms Fermi-level velocity ħv_x/a = 0.280 eV (v_x = 1.5×10⁵ m/s), and n = 131 (9×10⁶ points) for the upper limit u. Meeting it need not suffice: as T → 0 the strip width κ closes, the Fermi step remains sharp, and plain mesh summation loses its exponential convergence.

Numbers as computed

```
beta = 0.1 eV, Delta = 1.5 eV, xi = 60 meV, a = 0.35 nm, c/a = 1.1
pi kB T at 300, 600, 1200 K: 81.2 162.4 324.9 meV
1.5 xi = 90.0 meV
test tetragonal Ku/xi^2: exact -0.06867, Lindhard -0.06867 1/eV; odd exponent 3.000
test xi=30 meV dF-dOmega: 0.0501, dN^2/2D 0.0501 ueV
test Ku ratio for doubled small strain: 1.9924
test cubic exponents: even 3.994, odd 5.075
test K1/xi^4 from 111, 110, generic m: -0.4101 -0.4101 -0.4101 1/eV^3
test K1/xi^4 from Matsubara fourth order: -0.4101 1/eV^3
test k-resolved spread exponent 1.999
test 4x4x5 mesh spurious dE/xi^2: exact 0.00795, Lindhard 0.00795 1/eV
chain t=1.0 eV kT=0.05 eV kappa=0.0785 N=80: error 4.7032e-06, law 4.6988e-06 eV
chain t=1.0 eV kT=0.05 eV kappa=0.0785 N=160: error 4.4157e-09, law 4.4157e-09 eV
W fcc 5.250, strained 4.617, monolayer 3.800 eV; u = max|dH/d(kx a)| = 1.250 eV
xi^2/W = 0.686 meV (fcc W), 0.947 meV (monolayer W)
xi^4/W^3 = 0.0896 ueV, (xi/W)^2 = 1.306e-04
filling | Ku mono (meV), Ku strained (meV) 600 K | E111-E001 (ueV) 600 K, 300 K
6.0 | -0.016 +0.161 | +1.006 +3.629
6.5 | -0.158 -0.480 | +1.676 +1.723
7.0 | -0.673 -0.418 | +0.050 +0.088
7.5 | -0.762 -0.108 | -0.398 -0.818
8.0 | +0.111 +0.169 | -0.127 -0.142
8.5 | +0.440 +0.032 | +0.028 +0.035
9.0 | -0.053 -0.055 | +0.008 +0.003
rms Ku mono 0.426 meV/atom = 1.114 mJ/m^2, c2 = 0.449
rms Ku strained 0.261 meV/atom = 3.541e+06 J/m^3, c2 = 0.334
300 K rms dE 1.551 ueV, K1~3dE 4.653 ueV = 6.95e+04 J/m^3, c4 52.0, W_eff 1.41 eV
600 K rms dE 0.756 ueV, K1~3dE 2.268 ueV = 3.39e+04 J/m^3, c4 25.3, W_eff 1.79 eV
1200 K rms dE 0.451 ueV, K1~3dE 1.352 ueV = 2.02e+04 J/m^3, c4 15.1, W_eff 2.12 eV
local exponent of rms dE, xi 30->60 meV: 3.84 (600 K), 3.51 (300 K)
n, Nk=4n^3, rms mesh error / rms dE at 300, 600, 1200 K (reference n = 48)
8 2048 9.37e-01 8.42e-01 2.71e-01
12 6912 4.71e-01 1.53e-01 4.39e-02
16 16384 3.10e-01 7.22e-02 2.14e-02
20 32000 1.19e-01 4.92e-02 4.60e-03
24 55296 1.13e-01 3.65e-02 2.38e-03
28 87808 1.00e-01 1.82e-02 9.16e-04
32 131072 5.67e-02 8.56e-03 1.27e-04
strained uniaxial, n=12 against n=24, 600 K: relative rms error 2.05e-02
decay rate per n, fitted: 0.100 0.135 0.281 at 300, 600, 1200 K
decay rate per n, bound:  0.065 0.130 0.259 ; ratio 1200/600 fitted 2.09
600 K fit prefactor A = 0.56 ueV, target 10% = 0.0756 ueV
10% mesh, n scaled as 1/T, 600 K: n = 15, Nk = 1.3e+04
10% mesh, n scaled as 1/T, 300 K: n = 30, Nk = 1.0e+05
10% mesh, n scaled as 1/T, 100 K: n = 89, Nk = 2.8e+06
rms Fermi-level hbar vx/a = 0.280 eV, vx = 1.49e+05 m/s
resolve xi with rms vx: n = 29, Nk = 1.0e+05
resolve xi with bound u: n = 131, Nk = 9.0e+06
k-resolved spread sigma = 0.882 meV, sigma/rms dE = 1167 (600 K)
random sampling for 10%: Nk = 1.4e+08
```
